# Mean and Variance of Stochastic-Pulse Weight Updates in a Crossbar

A crossbar memory stores a matrix of weights as conductances, one cell at each crossing of a row wire and a column wire. Training a layer of a neural network by gradient descent asks for a change of every weight at once, and that change has a special form: the cell in row \(i\) and column \(j\) must change in proportion to \(x_i d_j\), where \(x_i\) is the input on the row and \(d_j\) is the error signal on the column, taken with the sign that lowers the cost. No cell is told this product. It sees only the voltages on its two wires. The question is whether wires carrying separate information about \(x_i\) and \(d_j\) can make each cell perform the multiplication, and with how much noise.

One answer uses chance. Let an update consist of \(N\) time slots. In each slot row \(i\) fires a short pulse with probability \(p_i\), and column \(j\) fires with probability \(q_j\), where

\[
p_i=C_x|x_i|,\qquad q_j=C_d|d_j|,\qquad p_i\le 1,\quad q_j\le 1 .
\]

The positive constants \(C_x\) and \(C_d\) convert signals into probabilities. All lines fire independently of each other, and each line fires independently from slot to slot. Let \(A_{in}\) be 1 if row \(i\) fires in slot \(n\) and 0 otherwise, and let \(B_{jn}\) do the same for column \(j\). The cell is taken to respond when both fire, and not when one fires alone; this idealisation is relaxed below.

**Signs and voltages.** A cell responds to the row voltage minus the column voltage. An idle line is held at 0 V and a firing line at \(+V/2\) or \(-V/2\). Let \(s=+1\) denote an increase of the weight and \(s=-1\) a decrease. If the row fires at \(sV/2\) and the column at \(-sV/2\), the cell voltage is

\[
V_{ij}=\frac{sV}{2}A_{in}-\left(-\frac{sV}{2}B_{jn}\right)=\frac{sV}{2}\,(A_{in}+B_{jn}).
\]

It equals \(sV\) at a coincidence and \(sV/2\) when one line fires alone.

The required sign is \(s_{ij}=\operatorname{sign}(x_id_j)\), and it cannot be produced for all cells in one pass if each line keeps one polarity during the pass. Suppose cells with \(x>0,\ d>0\) are being raised, so that positive rows fire at \(+V/2\) and positive columns at \(-V/2\). A cell with \(x<0,\ d>0\) needs its column at \(+V/2\), and a cell with \(x>0,\ d<0\) needs its row at \(-V/2\); both conflict with the choice already made. A cell with \(x<0,\ d<0\) could be raised by firing its row at \(+V/2\) and its column at \(-V/2\), but that row would then also raise the cells with \(x<0,\ d>0\), which should go down. The same argument applies whichever quadrant is served first. We therefore use four passes of \(N\) slots, one for each pair of signs of \((x,d)\). Only lines with the signs being served fire, and every pass draws fresh random streams. Each cell has its full-voltage coincidences in one pass. If all \(x_i\) are non-negative, two of the passes contain no coincidences. They may be dropped as long as a pulse on one line alone has no effect; the cancellation of half-voltage responses derived below needs all four passes.

**The mean.** Let one coincidence change the weight by \(s_{ij}\Delta(1+\xi_{ijn})\). Here \(\Delta\) is the mean step and \(\xi_{ijn}\) describes its variation from event to event, with mean zero and variance \(\sigma^2\). These variations are independent of each other and of the pulses. For now \(\Delta\) is the same in all cells, for both directions and for all values of the weight. The total change is

\[
\Delta w_{ij}=s_{ij}\Delta\sum_{n=1}^{N}A_{in}B_{jn}(1+\xi_{ijn}).
\]

We average over pulses and step sizes with \(x_i\) and \(d_j\) held fixed. Independence factorises the mean of each term:

\[
E[A_{in}B_{jn}(1+\xi_{ijn})]=E[A_{in}]\,E[B_{jn}]\,(1+0)=p_iq_j .
\]

There are \(N\) equal terms, and \(s_{ij}|x_i||d_j|=x_id_j\). Hence

\[
E[\Delta w_{ij}]=s_{ij}N\Delta\,C_xC_d|x_i||d_j|=\eta\,x_id_j,\qquad \eta=N\Delta\,C_xC_d .
\]

This is the outer-product rule with learning rate \(\eta\). The multiplication is done by the probability of a joint event, so it rests on the independence of the two streams. In general

\[
E[AB]=pq+\operatorname{Cov}(A,B),
\]

and any correlation between row and column pulses adds an error \(s_{ij}N\Delta\operatorname{Cov}(A,B)\) to the mean. An extreme case is a single random number \(u\), uniform between 0 and 1, shared by both lines, with the row firing if \(u<p\) and the column if \(u<q\). Both fire when \(u\) is below the smaller threshold, so the coincidence probability is \(\min(p,q)\) and the product is lost.

The rule also needs unclipped probabilities. When \(|x_i|\) exceeds \(1/C_x\), the row fires in every slot, and the mean update stays at its value for \(|x_i|=1/C_x\) however large the input becomes. The same holds for a column beyond \(1/C_d\).

**The variance.** Drop the indices for one cell and write \(Y=AB(1+\xi)\) for the change in one slot, in units of \(s\Delta\). Since \(A\) and \(B\) take only the values 0 and 1, \((AB)^2=AB\). Therefore

\[
E[Y^2]=E[AB]\,E[(1+\xi)^2]=pq\,(1+2E[\xi]+E[\xi^2])=pq\,(1+\sigma^2).
\]

Subtracting the squared mean gives

\[
\operatorname{Var}[Y]=pq(1+\sigma^2)-(pq)^2=pq\,(1+\sigma^2-pq).
\]

Different slots are independent, so their variances add. The sign disappears because \(s^2=1\):

\[
\operatorname{Var}[\Delta w_{ij}]=N\Delta^2p_iq_j\,(1+\sigma^2-p_iq_j).
\]

Two limits show the two sources of noise. With identical steps, \(\sigma=0\), this is the variance of a binomial count with success probability \(pq\), multiplied by \(\Delta^2\). With \(p=q=1\) every slot is a coincidence, the count no longer fluctuates, and \(N\Delta^2\sigma^2\) remains from the steps themselves. The probability that no coincidence occurs is \((1-pq)^N\), since each of the \(N\) slots must fail independently.

It is tempting to reduce the noise by using more slots. Whether this helps depends on what is held fixed. Let the mean change \(m=\eta x d\) and the step \(\Delta\) be fixed, so that \(pq=|m|/(N\Delta)\). Substitution gives

\[
\begin{aligned}
\operatorname{Var}[\Delta w]
&=N\Delta^2\frac{|m|}{N\Delta}(1+\sigma^2)-N\Delta^2\frac{m^2}{N^2\Delta^2}\\
&=\Delta|m|(1+\sigma^2)-\frac{m^2}{N}.
\end{aligned}
\]

More slots at fixed \(m\) make the subtracted term smaller and so raise the variance, towards \(\Delta|m|(1+\sigma^2)\). The subtracted term is the fraction \(pq/(1+\sigma^2)\) of the first. When \(pq\) is small the rise is therefore slight, and the noise is set mainly by the size of the step: a given change built from fewer, larger steps is less certain. What more slots do provide is room for smaller firing probabilities, and hence a wider range of signals before clipping.

**Correlations between cells.** Cells in one row share its pulses, so their errors are not independent. Take two cells \((i,j)\) and \((i,l)\), with \(j\ne l\), served in the same pass. Their signs are equal. Since \(A_i^2=A_i\) and the step variations of different cells are independent, one slot gives

\[
E[Y_{ij}Y_{il}]-E[Y_{ij}]E[Y_{il}]=p_iq_jq_l-p_i^2q_jq_l=p_i(1-p_i)q_jq_l .
\]

Adding the slots,

\[
\operatorname{Cov}[\Delta w_{ij},\Delta w_{il}]=N\Delta^2p_i(1-p_i)q_jq_l .
\]

Exchanging the roles of rows and columns gives, for two cells in one column,

\[
\operatorname{Cov}[\Delta w_{ij},\Delta w_{kj}]=N\Delta^2q_j(1-q_j)p_ip_k .
\]

Cells that share no line have zero covariance, as do cells served in different passes, because the passes use fresh streams.

The shared part limits averaging across an array. Consider the sum of the updates of \(n\) cells in one row, all with the same \(q\) and the same sign. Its mean is \(\pm nN\Delta pq\). Its variance contains \(n\) single-cell terms and \(n(n-1)\) covariance terms. Dividing by the squared mean gives

\[
\frac{\operatorname{Var}}{\text{mean}^2}
=\frac{1+\sigma^2-pq}{nNpq}+\frac{n-1}{n}\,\frac{1-p}{Np}.
\]

For large \(n\) the first term vanishes and the second tends to \((1-p)/(Np)\). This remainder is the relative variance of the number of row pulses, which all the cells have in common.

**Noise during learning.** Write a single update as \(\Delta w=\eta xd+\varepsilon\). For given \(x\) and \(d\), and a given past, \(\varepsilon\) has mean zero. This remains true when \(x\) and \(d\) depend on earlier weights, because each update draws new pulses. Averaging over the training samples then gives \(\eta E[xd]\), the desired mean step. The pulse noise, however, follows \(|xd|\) through \(|m|=\eta|xd|\). At a minimum of the training cost \(E[xd]=0\), but \(E|xd|\) need not vanish, so random coincidences continue to move the weights there.

For \(M\) updates with the same \(x\) and \(d\), the means and the variances both add. The relative scatter is

\[
\frac{\text{standard deviation}}{|\text{mean}|}
=\sqrt{\frac{1+\sigma^2-pq}{MNpq}},
\]

which falls as \(1/\sqrt M\). A permanent difference in step size between cells behaves otherwise. A cell with mean step \((1+g)\Delta\) has mean update \((1+g)\eta xd\) every time, and its relative error \(g\) survives any number of repetitions.

**A worked case.** Take parameters that are rough, typical values for an analogue hafnium-oxide resistive cell: a conductance window from 10 to 60 µS, a mean step of 0.50 µS, and pulses of 1.6 V lasting 100 ns. Define the weight as the distance of the conductance from mid-window, 35 µS, divided by 25 µS. It then runs from \(-1\) to \(+1\), and \(\Delta=0.50/25=0.020\). Let \(\sigma=0.30\), \(N=10\) and \(C_x=C_d=0.50\), so that

\[
\eta=10\times0.020\times0.50\times0.50=0.050 .
\]

Signals up to 2.0 in magnitude are unclipped, and the four passes take \(4\times10\times100\ \text{ns}=4.0\) µs.

For \(x=0.8\) and \(d=-0.6\) the firing probabilities are \(p=0.40\) and \(q=0.30\), with \(pq=0.120\). There are on average 1.20 coincidences. The mean and variance are

\[
E[\Delta w]=0.050\times0.8\times(-0.6)=-0.0240,
\]

\[
\operatorname{Var}[\Delta w]=10\times0.020^2\times0.120\times(1+0.09-0.120)=4.656\times10^{-4}.
\]

The standard deviation is 0.0216, or 90% of the magnitude of the mean. In conductance the update is \(-0.600\) µS with a standard deviation of 0.539 µS. In 28% of such updates, \((1-0.120)^{10}\), the cell does not change at all. Sharing one random number between the lines would raise the coincidence probability from 0.120 to 0.300.

A neighbour in the same row with \(d=-1.0\) has \(q=0.50\). The covariance is \(10\times0.020^2\times0.40\times0.60\times0.30\times0.50=1.44\times10^{-4}\), which corresponds to a correlation coefficient of 0.25.

With the mean held at \(-0.0240\), using 40 slots and halving both probabilities raises the standard deviation from 0.0216 to 0.0226. Halving the step instead, with 20 slots and the original probabilities, lowers it to 0.0153. Twenty equal updates reduce the relative scatter from 90% to 20%. A fixed spread in step size between cells, assumed here to be 20% as well, is not reduced by repetition. In the constant-step model the twenty updates also move the weight by \(-0.480\), about a quarter of its range, so the assumption of a constant step must be examined.

**Steps that depend on the weight.** Suppose that steps shrink linearly towards the bounds: the mean upward step is \(\Delta(1-w)\) and the mean downward step is \(\Delta(1+w)\). In an upward update each slot multiplies the remaining distance \(1-w\) by \(1-\Delta AB(1+\xi)\). The mean of this factor is \(1-\Delta pq\), and the slots are independent, so

\[
E[1-w_{\text{final}}]=(1-w)(1-\Delta pq)^N .
\]

Subtracting this from \(1-w\) gives the mean upward change. The downward case follows in the same way from the distance \(1+w\):

\[
E[\Delta w]_{\pm}=\pm(1\mp w)\left[1-(1-\Delta pq)^N\right].
\]

When \(N\Delta pq=\eta|xd|\) is small, the bracket is \(\eta|xd|\) to leading order. Both directions then combine into

\[
E[\Delta w]\simeq\eta\,xd-\eta|xd|\,w .
\]

The second term pulls the weight towards the middle of its window. If \(\eta\) is small enough for \(w\) to stay nearly constant while many samples are averaged, the mean drift vanishes at

\[
w=\frac{E[xd]}{E|xd|},
\]

rather than where \(E[xd]=0\). Pulses of equal total strength up and down no longer cancel, and the minimum can be a resting point only if, for every cell, either \(w=0\) there or \(xd\) vanishes there for every sample. Even then it need not be stable. Take 16 independent inputs \(x_i=\pm1\), a target \(y=0.5\sum_i x_i\) that the weights can reproduce exactly, and \(d=y-\sum_i w_ix_i\). With all weights equal to \(w=0.5-\delta\) and \(\delta>0\), one has \(E[x_id]=\delta\) and \(E|x_id|=\delta\,E|\sum_i x_i|=3.14\,\delta\). The drift is proportional to \(\delta(1-3.14\,w)\), which is negative just below the minimum, and the weights settle near 0.32 instead of 0.5. A weight whose own best value is zero can still be displaced when its input is correlated with that of a shifted neighbour.

In the example the downward update from \(w=0\) has mean \(-0.0237\), close to the constant-step value. From \(w=0.5\) it is \(-0.0356\), while the corresponding upward update is \(+0.0119\). The one is about half as large again as the intended 0.0240, the other about half of it.

**Pulses at half voltage.** Now let a cell respond weakly when only one line fires. Take the response to be odd in voltage, and let \(r\) be its size at \(V/2\) relative to that at \(V\). In the cell's own pass one slot contributes, in units of \(\Delta\),

\[
s\left\{pq+r[p(1-q)+q(1-p)]\right\}=s\left[pq+r(p+q-2pq)\right].
\]

In the pass with the same row sign but the opposite column sign, the row fires alone with reversed polarity and contributes \(-srp\). In the pass with the same column sign but the opposite row sign, the column contributes \(-srq\). In the fourth pass both lines are silent. The sum is

\[
s\left[pq+r(p+q-2pq)-rp-rq\right]=s\,pq\,(1-2r).
\]

The mean rule therefore keeps its outer-product form, with \(\eta\) replaced by \((1-2r)\eta\). A cell whose response is linear in voltage has \(r=1/2\) and learns nothing on average: it adds up the voltages of the two lines separately, and over the four passes each line's mean contribution cancels. Within this scheme, multiplication needs a nonlinear cell.

For a response proportional to \(\sinh(V/V_0)\) with \(V_0=0.10\) V, the ratio is \(r=3.35\times10^{-4}\), and the mean update loses 0.067%. The cell receives \(2N(p+q-pq)=11.6\) half-voltage pulses on average, the counts from the three active passes being added without sign. The cancellation relies on equal responses in the two directions, which the weight-dependent steps above provide only at \(w=0\). At \(w=0.5\) the upward mean update in the example loses about 0.5% instead of 0.067%. If half pulses acted only in the direction opposite to the wanted change, they would oppose it by the fraction \(r(p+q)/(pq)=3.35\times10^{-4}\times0.70/0.120\), about 0.2%. This fraction equals \(r(1/p+1/q)\), so it grows when either signal is weak.

**Wires and temperature.** Wire resistance lowers the voltage at cells far from the drivers. Let all lines of an \(n\times n\) array fire, with every cell at mid-window and ohmic. Each cell draws about \(I=35\ \text{µS}\times1.6\ \text{V}=56\) µA. The first wire segment carries the current of \(n\) cells, the next that of \(n-1\), and so on. With segment resistance \(R\), the drop along one line is \(RI\,n(n+1)/2\), and the row and the column together give

\[
\delta V\simeq RI\,n(n+1).
\]

For \(n=16\) and \(R=1.0\ \Omega\) this is about 15 mV. Solving the full resistor network, in which the drop itself slightly lowers the currents, gives 15.1 mV. Because \(V\gg V_0\), the step changes by the factor \(e^{-\delta V/V_0}\), and the farthest cell loses 14% of its step. The drop depends on which other lines fire, so the error varies with the data. At fixed \(R\) and \(I\) the voltage drop grows roughly as \(n^2\).

If switching is thermally activated, with an attempt rate \(\nu=10^{13}\ \text{s}^{-1}\) and about one event per pulse of length \(\tau\), then \(\nu\tau e^{-E/k_BT}\simeq1\). The effective barrier during the pulse is \(E=k_BT\ln(\nu\tau)=0.36\) eV at 300 K. With the barrier held fixed and the step proportional to the rate, warming by 1 K enlarges the step by 4.7%. One event per pulse is only a rough estimate. If the events are independent, their number follows a Poisson distribution, and a mean of one gives a relative scatter of 1 instead of the assumed 0.30. To obtain 0.30 from equal, independent events takes about \(1/0.30^2\simeq11\) of them per pulse, which lowers the barrier to 0.295 eV and the change per kelvin to 3.9%. A uniform change of temperature rescales \(\eta\), whereas a gradient across the array adds to the spread between cells. Self-heating by the write current is not included, and it need not be small. The cell dissipates \(1.6\ \text{V}\times56\ \text{µA}=90\) µW. With a thermal resistance of \(10^6\) K/W, assumed for illustration, this would warm it by 90 K in the steady state and raise the inferred barrier to 0.46 eV. The value 0.36 eV applies to an unheated cell.

**Comparison with real cells.** The window, voltage and pulse length above are of the order used for hafnium-oxide cells, while \(V_0\), \(\nu\) and the wire resistance are round assumptions. The sinh law with \(V_0=0.10\) V should not be extended down to zero voltage. Read as the difference between forward and backward activated events, with one event per 100 ns at 1.6 V, it would give about one event per second in each direction at rest, and with weight-dependent steps the stored weight would decay in about 20 s. If the same law held at all voltages, a decay time of ten years would need \(V_0\) near 0.05 V, and the wire drop would then cost the farthest cell about 26% of its step instead of 14%. A mean step of one hundredth of the window, available in both directions with 30% scatter, is favourable: filamentary cells often change abruptly in one direction, and their scatter can be larger. With \(\sigma=1\), for instance, the factor \(1+\sigma^2-pq\) would rise from 0.97 to 1.88 and nearly double the variance. With the parameters above, the weight-dependent step moves the mean by about half of its value at \(w=0.5\), more than the half-voltage pulses, the wire drop of the \(16\times16\) array or a warming of 1 K. The ranking does not carry over to larger arrays: with the same wires and all lines firing, the farthest cell loses about 44% of its step at \(32\times32\) and about 87% at \(64\times64\). It also changes the rule itself, since the sign of the added term \(-\eta|xd|w\) does not follow that of \(xd\). The numerical output lists the main parameters and results of the worked case.

## Table of computed values

```
Conductance window: 10 to 60 uS
Mid-window conductance: 35 uS
Conductance per unit weight: 25 uS
Mean conductance step: 0.50 uS
Weight step: 0.020 (dimensionless)
Relative step scatter sigma: 0.30
Pulse voltage: 1.6 V; half voltage: 0.8 V
Slot time: 100 ns; slots per pass: 10
Time for four passes: 4.0 us
Gains Cx, Cd: 0.50, 0.50
Largest unclipped |x|, |d|: 2.0, 2.0
Learning rate eta: 0.050
Example inputs x, d: 0.8, -0.6
Firing probabilities p, q: 0.40, 0.30
Coincidence probability per slot: 0.120
Mean number of coincidences: 1.20
Mean weight update: -0.0240
Variance of weight update: 4.656e-04
Standard deviation of weight update: 0.0216
Mean conductance update: -0.600 uS
Standard deviation, conductance: 0.539 uS
Chance of no change: 27.9 %
Neighbour in same row: d = -1.0, q = 0.50
Covariance with that neighbour: 1.440e-04
Correlation with that neighbour: 0.250
Coincidence rate with shared random number: 0.300
Same mean, 40 slots, p and q halved: s.d. 0.0226
Same mean, 20 slots, step halved: s.d. 0.0153
Relative scatter, one update: 89.9 %
Relative scatter, 20 updates: 20.1 %
Mean weight change, 20 updates: -0.480
Assumed fixed gain spread between cells: 20 %
Voltage scale of switching: 0.10 V
Half-voltage response ratio r: 3.35e-04
Loss of mean update by half pulses: 0.067 %
Mean number of half pulses on cell: 11.6
Weight-dependent step, mean from w=0: -0.0237
Weight-dependent step, down from w=0.5: -0.0356
Weight-dependent step, up from w=0.5: 0.0119
Array: 16 by 16; wire segment: 1.0 ohm
Voltage lost at far cell, all lines firing: 15.1 mV
Step reduction at far cell: 14.0 %
Temperature: 300 K; attempt rate: 1e+13 1/s
Effective barrier during pulse: 0.357 eV
Step increase for 1 K warming: 4.7 %
```
